# From LS to jj coupling through LK and jK: a numerical check

```python
"""Recoupling of a core (Lc, Sc) and an outer electron (l, s=1/2) at total J.
LS: ((Lc l)L,(Sc s)S)J      LK: (((Lc l)L,Sc)K,s)J
jK: (((Lc Sc)Jc,l)K,s)J     jj: ((Lc Sc)Jc,(l s)j)J
Under test: LS-LK and jj-jK each need a single 6j symbol, and two different
chains of 6j symbols from LS to jj both reproduce the 9j coefficient.
The second chain uses LQ: (((Lc l)L,s)Q,Sc)J and jQ: ((Lc,(l s)j)Q,Sc)J.
Reference values are overlaps of vectors built with ladder operators, and
9j symbols contracted from six 3j symbols. All numbers are dimensionless.
"""
from fractions import Fraction
from functools import lru_cache
import numpy as np
from sympy import Rational
from sympy.physics.wigner import wigner_6j

s = 0.5
TOL = 1e-11


def couple(a, b):
    return np.arange(abs(a - b), a + b + 1).tolist()


def raising(j):
    m = np.arange(-j, j)
    return np.diag(np.sqrt(j * (j + 1) - m * (m + 1)), -1)


@lru_cache(None)
def cg(a, b, c):
    """Clebsch-Gordan array [m_a, m_b, m_c], from the highest state down."""
    da, db, dc = (int(2 * x + 1) for x in (a, b, c))
    up_a, up_b = raising(a), raising(b)
    v = np.zeros((da, db))
    v[da - 1, int(round(c - a + b))] = 1.0
    m = a - 1
    while m >= -a and c - m <= b:
        n = c - m - 1
        ratio = np.sqrt((b * (b + 1) - n * (n + 1))
                        / (a * (a + 1) - m * (m + 1)))
        i, k = int(round(m + a)), int(round(c - m + b))
        v[i, k] = -ratio * v[i + 1, k - 1]
        m -= 1
    v /= np.linalg.norm(v)
    out = np.zeros((da, db, dc))
    out[:, :, -1] = v
    for k in range(dc - 1, 0, -1):
        big_m = k - c
        v = (up_a.T @ v + v @ up_b) / np.sqrt(
            c * (c + 1) - big_m * (big_m - 1))
        out[:, :, k - 1] = v
    return out


@lru_cache(None)
def threej(a, b, c):
    m = np.arange(-c, c + 1)
    power = np.rint(a - b - m).astype(int)
    return cg(a, b, c)[:, :, ::-1] * (1 - 2 * (power % 2)) / np.sqrt(2*c + 1)


@lru_cache(None)
def ninej(a, b, c, d, e, f, g, h, i):
    triads = [(a, b, c), (d, e, f), (g, h, i),
              (a, d, g), (b, e, h), (c, f, i)]
    return float(np.einsum('abc,def,ghi,adg,beh,cfi->',
                           *[threej(*t) for t in triads], optimize=True))


@lru_cache(None)
def sixj(*momenta):
    return float(wigner_6j(*[Rational(int(round(2 * x)), 2)
                             for x in momenta]))


def phase(x):
    assert abs(x - round(x)) < 1e-12
    return -1 if round(x) % 2 else 1


def root(*momenta):
    return np.sqrt(np.prod([2 * x + 1 for x in momenta]))


def make_bases(Lc, Sc, l, J):
    """Labels and vectors; vector axes are state, product basis, M."""
    orb, spin = couple(Lc, l), couple(Sc, s)
    core, outer = couple(Lc, Sc), couple(l, s)
    labels = {
        'LS': [(L, S) for L in orb for S in spin if J in couple(L, S)],
        'LK': [(L, K) for L in orb for K in couple(L, Sc)
               if J in couple(K, s)],
        'jK': [(Jc, K) for Jc in core for K in couple(Jc, l)
               if J in couple(K, s)],
        'jj': [(Jc, j) for Jc in core for j in outer if J in couple(Jc, j)],
        'LQ': [(L, Q) for L in orb for Q in couple(L, s)
               if J in couple(Q, Sc)],
        'jQ': [(j, Q) for j in outer for Q in couple(Lc, j)
               if J in couple(Q, Sc)]}
    recipe = {
        'LS': ('abx,cdy,xyM->abcdM',
               lambda L, S: [(Lc, l, L), (Sc, s, S), (L, S, J)]),
        'LK': ('abx,xcy,ydM->abcdM',
               lambda L, K: [(Lc, l, L), (L, Sc, K), (K, s, J)]),
        'jK': ('acx,xby,ydM->abcdM',
               lambda Jc, K: [(Lc, Sc, Jc), (Jc, l, K), (K, s, J)]),
        'jj': ('acx,bdy,xyM->abcdM',
               lambda Jc, j: [(Lc, Sc, Jc), (l, s, j), (Jc, j, J)]),
        'LQ': ('abx,xdy,ycM->abcdM',
               lambda L, Q: [(Lc, l, L), (L, s, Q), (Q, Sc, J)]),
        'jQ': ('bdx,axy,ycM->abcdM',
               lambda j, Q: [(l, s, j), (Lc, j, Q), (Q, Sc, J)])}
    vectors = {}
    for name, (spec, triads) in recipe.items():
        vectors[name] = np.array([
            np.einsum(spec, *[cg(*t) for t in triads(*q)],
                      optimize=True).reshape(-1, int(2 * J + 1))
            for q in labels[name]])
    return labels, vectors


def overlap(A, B):
    """Overlap matrix, after checking that it is scalar in M."""
    full = np.einsum('pim,qin->pqmn', A, B, optimize=True)
    value = full[:, :, -1, -1]
    assert np.allclose(full, value[:, :, None, None] * np.eye(A.shape[2]),
                       atol=TOL)
    return value


def table(rows, cols, element):
    return np.array([[element(*r, *c) for c in cols] for r in rows])


def formula_matrices(Lc, Sc, l, J, q):
    U = {}
    U['LK', 'LS'] = table(q['LK'], q['LS'], lambda L, K, L2, S:
        0.0 if L != L2 else phase(L + Sc + s + J) * root(K, S)
        * sixj(L, Sc, K, s, J, S))
    U['jK', 'jj'] = table(q['jK'], q['jj'], lambda Jc, K, Jc2, j:
        0.0 if Jc != Jc2 else phase(Jc + l + s + J) * root(K, j)
        * sixj(Jc, l, K, s, J, j))
    U['jK', 'LK'] = table(q['jK'], q['LK'], lambda Jc, K, L, K2:
        0.0 if K != K2 else phase(l + Sc + L + Jc) * root(L, Jc)
        * sixj(l, Lc, L, Sc, K, Jc))
    U['LQ', 'LS'] = table(q['LQ'], q['LS'], lambda L, Q, L2, S:
        0.0 if L != L2 else phase(L + S + J) * root(Q, S)
        * sixj(L, s, Q, Sc, J, S))
    U['jQ', 'LQ'] = table(q['jQ'], q['LQ'], lambda j, Q, L, Q2:
        0.0 if Q != Q2 else phase(Lc + l + s + Q) * root(L, j)
        * sixj(Lc, l, L, s, Q, j))
    U['jj', 'jQ'] = table(q['jj'], q['jQ'], lambda Jc, j, j2, Q:
        0.0 if j != j2 else phase(j + Sc + Q + Jc) * root(Q, Jc)
        * sixj(j, Lc, Q, Sc, J, Jc))
    return U


def analyse(Lc, Sc, l, J):
    q, v = make_bases(Lc, Sc, l, J)
    if not q['LS']:
        return None
    U = formula_matrices(Lc, Sc, l, J, q)
    error_6j = 0.0
    for (left, right), matrix in U.items():
        error_6j = max(error_6j,
                       np.abs(matrix - overlap(v[left], v[right])).max())
        assert np.allclose(matrix @ matrix.T, np.eye(len(matrix)), atol=TOL)
    assert error_6j < TOL
    # products without a sum: LS to jK, and LK to jj
    LS_to_jK = table(q['jK'], q['LS'], lambda Jc, K, L, S:
        U['jK', 'LK'][q['jK'].index((Jc, K)), q['LK'].index((L, K))]
        * U['LK', 'LS'][q['LK'].index((L, K)), q['LS'].index((L, S))]
        if (L, K) in q['LK'] else 0.0)
    LK_to_jj = table(q['jj'], q['LK'], lambda Jc, j, L, K:
        U['jK', 'jj'][q['jK'].index((Jc, K)), q['jj'].index((Jc, j))]
        * U['jK', 'LK'][q['jK'].index((Jc, K)), q['LK'].index((L, K))]
        if (Jc, K) in q['jK'] else 0.0)
    assert np.allclose(LS_to_jK, overlap(v['jK'], v['LS']), atol=TOL)
    assert np.allclose(LK_to_jj, overlap(v['jj'], v['LK']), atol=TOL)
    # complete routes, and the 9j coefficient from 3j symbols
    route_K = U['jK', 'jj'].T @ U['jK', 'LK'] @ U['LK', 'LS']
    route_Q = U['jj', 'jQ'] @ U['jQ', 'LQ'] @ U['LQ', 'LS']
    from_9j = table(q['jj'], q['LS'], lambda Jc, j, L, S:
        root(Jc, j, L, S) * ninej(Lc, Sc, Jc, l, s, j, L, S, J))
    direct = overlap(v['jj'], v['LS'])
    errors = [np.abs(x - from_9j).max() for x in (route_K, route_Q, direct)]
    assert max(errors) < TOL
    # the same two sums with their phases collected into one sign
    for a, (Jc, j) in enumerate(q['jj']):
        for b, (L, S) in enumerate(q['LS']):
            R = Lc + Sc + Jc + l + s + j + L + S + J
            sum_K = sum(phase(2*K) * (2*K + 1) * sixj(L, Sc, K, s, J, S)
                        * sixj(l, Lc, L, Sc, K, Jc) * sixj(Jc, l, K, s, J, j)
                        for K in couple(J, s)
                        if K in couple(L, Sc) and K in couple(Jc, l))
            sum_Q = sum(phase(R + 2*Q) * (2*Q + 1) * sixj(L, s, Q, Sc, J, S)
                        * sixj(Lc, l, L, s, Q, j) * sixj(j, Lc, Q, Sc, J, Jc)
                        for Q in couple(J, Sc)
                        if Q in couple(L, s) and Q in couple(Lc, j))
            scale = root(Jc, j, L, S)
            assert abs(scale * sum_K - direct[a, b]) < TOL
            assert abs(scale * sum_Q - direct[a, b]) < TOL
    return q, v, U, from_9j, error_6j, errors


cases = [(1, 0.5, 1), (1, 1, 1), (2, 1.5, 1), (3, 1, 2), (0, 1.5, 2)]
worst_6j, worst_routes, count = 0.0, np.zeros(3), 0
for Lc, Sc, l in cases:
    for J in np.arange((Sc + s) % 1, Lc + l + Sc + s + 1).tolist():
        result = analyse(Lc, Sc, l, J)
        if result is not None:
            worst_6j = max(worst_6j, result[4])
            worst_routes = np.maximum(worst_routes, result[5])
            count += result[3].size

# Worked example: triplet-P core and outer p electron
Lc, Sc, l, J = 1, 1, 1, 0.5
q, v, U, nine, _, _ = analyse(Lc, Sc, l, J)


def squared_momentum(active):
    """Square of the summed momenta on the factors Lc, l, Sc, s."""
    momenta = (Lc, l, Sc, s)
    total = 0
    for axis in range(3):
        summed = 0
        for k in active:
            factors = [np.eye(int(2 * x + 1)) for x in momenta]
            up = raising(momenta[k])
            factors[k] = ((up + up.T) / 2, (up - up.T) / 2j,
                          np.diag(np.arange(-momenta[k], momenta[k] + 1))
                          )[axis]
            op = factors[0]
            for factor in factors[1:]:
                op = np.kron(op, factor)
            summed = summed + op
        total = total + summed @ summed
    return total


for basis, position, active in [('LK', 0, (0, 1)), ('LK', 1, (0, 1, 2)),
                                ('jK', 0, (0, 2)), ('jK', 1, (0, 1, 2)),
                                ('LQ', 1, (0, 1, 3)), ('jQ', 1, (0, 1, 3))]:
    operator = squared_momentum(active)
    for label, vector in zip(q[basis], v[basis]):
        x = label[position]
        assert np.allclose(operator @ vector, x * (x + 1) * vector, atol=TOL)


def half(x):
    return str(Fraction(x))


def signed_square(x):
    value = x * abs(x)
    fraction = Fraction(value).limit_denominator(1000)
    assert abs(float(fraction) - value) < TOL
    return str(fraction)


def names(labels):
    return ' '.join('(%s,%s)' % (half(a), half(b)) for a, b in labels)


def show(title, matrix, rows, cols):
    print(title + '; columns ' + names(cols))
    for label, row in zip(rows, matrix):
        print('  ' + names([label]).ljust(9)
              + ''.join(signed_square(x).rjust(8) for x in row))


print('All values dimensionless')
print('LS-jj coefficients tested: %d, in %d core/l cases'
      % (count, len(cases)))
print('max error, single-6j formulas vs overlaps: %.1e' % worst_6j)
print('max error vs 9j: K route %.1e, Q route %.1e, overlap %.1e'
      % tuple(worst_routes))
print('Example: Lc=%s Sc=%s l=%s s=%s J=%s'
      % tuple(half(x) for x in (Lc, Sc, l, s, J)))
print('Matrices list sign(c)*c^2 for each coefficient c')
show('<L K|L S>', U['LK', 'LS'], q['LK'], q['LS'])
show('<Jc K|Jc j>', U['jK', 'jj'], q['jK'], q['jj'])
show('<Jc K|L K>', U['jK', 'LK'], q['jK'], q['LK'])
show('<Jc j|L S>', nine, q['jj'], q['LS'])

L, S, Jc = 1, 0.5, 1
for j in (1.5, 0.5):
    a, b = q['jj'].index((Jc, j)), q['LS'].index((L, S))
    print('Amplitude L=%s S=%s to Jc=%s j=%s'
          % tuple(half(x) for x in (L, S, Jc, j)))
    terms_K, terms_Q = [], []
    for K in couple(J, s):
        if (L, K) in q['LK'] and (Jc, K) in q['jK']:
            n, p = q['LK'].index((L, K)), q['jK'].index((Jc, K))
            c = (U['LK', 'LS'][n, b], U['jK', 'LK'][p, n],
                 U['jK', 'jj'][p, a])
            terms_K.append(np.prod(c))
            six = (sixj(L, Sc, K, s, J, S), sixj(l, Lc, L, Sc, K, Jc),
                   sixj(Jc, l, K, s, J, j))
            print('  K=%s 6j: %.6f %.6f %.6f' % ((half(K),) + six))
            print('    factors: %.6f %.6f %.6f product %.6f'
                  % (c + (terms_K[-1],)))
    for Q in couple(J, Sc):
        if (L, Q) in q['LQ'] and (j, Q) in q['jQ']:
            n, p = q['LQ'].index((L, Q)), q['jQ'].index((j, Q))
            c = (U['LQ', 'LS'][n, b], U['jQ', 'LQ'][p, n],
                 U['jj', 'jQ'][a, p])
            terms_Q.append(np.prod(c))
            print('  Q=%s factors: %.6f %.6f %.6f product %.6f'
                  % ((half(Q),) + c + (terms_Q[-1],)))
    assert abs(sum(terms_K) - nine[a, b]) < TOL
    assert abs(sum(terms_Q) - nine[a, b]) < TOL
    symbol = ninej(Lc, Sc, Jc, l, s, j, L, S, J)
    R = Lc + Sc + Jc + l + s + j + L + S + J
    print('  sums: K %.6f, Q %.6f; from 9j %.6f'
          % tuple(round(x, 9) + 0.0
                  for x in (sum(terms_K), sum(terms_Q), nine[a, b])))
    print('  9j symbol %.6f, sum of its momenta R=%s'
          % (round(symbol, 9) + 0.0, half(R)))
    print('  probability %.6f; sum of squared K terms %.6f'
          % (nine[a, b] ** 2, sum(x * x for x in terms_K)))
    if j == 0.5:
        assert round(R) % 2 == 1 and abs(symbol) < TOL
        assert sum(x * x for x in terms_K) > 0.01

print('all assertions hold')
```

Running it gives:

```
All values dimensionless
LS-jj coefficients tested: 336, in 5 core/l cases
max error, single-6j formulas vs overlaps: 6.7e-16
max error vs 9j: K route 6.7e-16, Q route 6.7e-16, overlap 5.6e-16
Example: Lc=1 Sc=1 l=1 s=1/2 J=1/2
Matrices list sign(c)*c^2 for each coefficient c
<L K|L S>; columns (0,1/2) (1,1/2) (1,3/2) (2,3/2)
  (0,1)           1       0       0       0
  (1,0)           0    -1/3     2/3       0
  (1,1)           0     2/3     1/3       0
  (2,1)           0       0       0       1
<Jc K|Jc j>; columns (0,1/2) (1,1/2) (1,3/2) (2,3/2)
  (0,1)           1       0       0       0
  (1,0)           0    -1/3     2/3       0
  (1,1)           0     2/3     1/3       0
  (2,1)           0       0       0       1
<Jc K|L K>; columns (0,1) (1,0) (1,1) (2,1)
  (0,1)         1/9       0     1/3     5/9
  (1,0)           0      -1       0       0
  (1,1)         1/3       0     1/4   -5/12
  (2,1)         5/9       0   -5/12    1/36
<Jc j|L S>; columns (0,1/2) (1,1/2) (1,3/2) (2,3/2)
  (0,1/2)       1/9     2/9     1/9     5/9
  (1,1/2)       2/9       0     1/2   -5/18
  (1,3/2)       1/9     1/2    -1/4   -5/36
  (2,3/2)       5/9   -5/18   -5/36    1/36
Amplitude L=1 S=1/2 to Jc=1 j=3/2
  K=0 6j: 0.408248 -0.333333 -0.408248
    factors: -0.577350 -1.000000 0.816497 product 0.471405
  K=1 6j: -0.333333 0.166667 -0.166667
    factors: 0.816497 0.500000 0.577350 product 0.235702
  Q=1/2 factors: 0.333333 0.577350 -0.408248 product -0.078567
  Q=3/2 factors: -0.942809 0.912871 -0.912871 product 0.785674
  sums: K 0.707107, Q 0.707107; from 9j 0.707107
  9j symbol 0.083333, sum of its momenta R=8
  probability 0.500000; sum of squared K terms 0.277778
Amplitude L=1 S=1/2 to Jc=1 j=1/2
  K=0 6j: 0.408248 -0.333333 0.408248
    factors: -0.577350 -1.000000 -0.577350 product -0.333333
  K=1 6j: -0.333333 0.166667 -0.333333
    factors: 0.816497 0.500000 0.816497 product 0.333333
  Q=1/2 factors: 0.333333 0.816497 0.816497 product 0.222222
  Q=3/2 factors: -0.942809 -0.408248 -0.577350 product -0.222222
  sums: K 0.000000, Q 0.000000; from 9j 0.000000
  9j symbol 0.000000, sum of its momenta R=7
  probability 0.000000; sum of squared K terms 0.222222
all assertions hold
```
